# Dipole-Limit Lorentzian and Relativistic Characteristic Angle in Electron Energy Loss, part 1

(Sections cited here and not found follow in the second part.)

## From the Coulomb interaction to the Lorentzian

Atomic units are used in the algebra: the electron mass $m$, the elementary charge, $\hbar$ and $4\pi\varepsilon_0$ are set to one, and the speed of light is $c=1/\alpha$, with $\alpha$ the fine-structure constant. A fast electron has kinetic energy $T_0$, not counting its rest energy $c^2$, and total energy $W_0=T_0+c^2$. It gives the energy $E>0$ to an atom and leaves with $W_1=W_0-E$. Its wave vectors before and after are $\mathbf k_0$ and $\mathbf k_1$, the angle between them is $\theta$, and the momentum transfer is $\mathbf q=\mathbf k_0-\mathbf k_1$. The incident speed is $v_0=v$, the final speed is $v_1$, and $\beta=v/c$, $\gamma=(1-\beta^2)^{-1/2}$. The atom goes from state $i$ to an orthogonal state $f$, and its electrons have positions $\mathbf r_j$ measured from the nucleus.

The result to be derived is

$$\frac{d\sigma}{d\Omega}=\frac{2f}{E v^2}\,\frac{1}{\theta^2+\theta_E^2},\qquad
\theta_E=\frac{E}{\gamma v^2}=\frac{E\,(T_0+c^2)}{T_0\,(T_0+2c^2)},$$

where $f$, from here on, is the oscillator strength of the transition when it stands as a factor. The result needs several conditions. The fast electron scatters once, in first order, through the instantaneous Coulomb interaction. The loss is small compared with $T_0$, and $\theta$ is small. The momentum transfer is small compared with the inverse size of the orbitals involved. The transition is dipole-allowed and averaged over orientation. The atomic electrons are slow enough to be treated without relativity, and the nucleus is heavy enough to be held fixed. Exchange between the fast electron and the atomic electrons is neglected.

The fast electron obeys $W^2=c^2k^2+c^4$. Differentiating gives $2W\,dW=2c^2k\,dk$, so its group velocity is

$$v=\frac{dW}{dk}=\frac{c^2k}{W}.$$

With $W=\gamma c^2$ this is the familiar relation $k=\gamma v$.

Let the fast electron be a plane wave in a box of volume $\mathcal V$, $\mathcal V^{-1/2}e^{i\mathbf k\cdot\mathbf r}u$, with a Dirac spinor normalized to $u^\dagger u=1$. It repels each atomic electron with energy $1/|\mathbf r-\mathbf r_j|$. The matrix element needs the integral of $e^{i\mathbf q\cdot\mathbf r}/|\mathbf r-\mathbf r_j|$ over $\mathbf r$. Substituting $\mathbf r=\mathbf r_j+\mathbf s$ takes out a factor $e^{i\mathbf q\cdot\mathbf r_j}$. The remaining integral is defined with a weak screening $e^{-\mu s}$, which is removed at the end. The angular integral of $e^{i\mathbf q\cdot\mathbf s}$ is $4\pi\sin(qs)/(qs)$, so

$$\int \frac{e^{-\mu s}}{s}e^{i\mathbf q\cdot\mathbf s}\,d^3s
=\frac{4\pi}{q}\int_0^\infty e^{-\mu s}\sin(qs)\,ds
=\frac{4\pi}{q^2+\mu^2}\;\longrightarrow\;\frac{4\pi}{q^2}.$$

The attraction to the fixed nucleus does not depend on the $\mathbf r_j$. Its matrix element is proportional to $\langle f|i\rangle=0$ and drops out. The complete matrix element is therefore

$$M=\frac{1}{\mathcal V}\,\frac{4\pi}{q^2}\,(u_1^\dagger u_0)\,F,\qquad
F=\Big\langle f\Big|\sum_j e^{i\mathbf q\cdot\mathbf r_j}\Big|i\Big\rangle .$$

The golden rule gives the rate $2\pi|M|^2$ times the density of final states. The number of plane waves in $dk_1\,d\Omega$ is $\mathcal V k_1^2\,dk_1\,d\Omega/(2\pi)^3$. Integrating the energy delta function over $k_1$ gives $1/(dW_1/dk_1)=1/v_1$. Dividing the rate by the incident flux $v_0/\mathcal V$ cancels every power of $\mathcal V$:

$$\frac{d\sigma}{d\Omega}=\frac{2\pi}{v_0}\,\frac{16\pi^2}{q^4}\,S|F|^2\,\frac{k_1^2}{(2\pi)^3v_1}
=\frac{4k_1^2}{v_0v_1}\,\frac{S|F|^2}{q^4}.$$

Here $S=\tfrac12\sum|u_1^\dagger u_0|^2$ is the average over the initial spin and the sum over the final spin of the fast electron.

To evaluate $S$, write $A=W+c^2$ and let $\chi$ be a two-component unit spinor. The Dirac spinor has upper part $N\chi$ and lower part $N\,c\,\boldsymbol\sigma\cdot\mathbf k\,\chi/A$. Since $c^2k^2=W^2-c^4=(W-c^2)A$, the normalization condition is $N^2[1+(W-c^2)/A]=1$, or $N^2=A/(2W)$. The product rule for Pauli matrices gives

$$u_1^\dagger u_0=N_0N_1\,\chi_1^\dagger\left[1+\frac{c^2\,\mathbf k_1\cdot\mathbf k_0}{A_0A_1}
+\frac{ic^2\,\boldsymbol\sigma\cdot(\mathbf k_1\times\mathbf k_0)}{A_0A_1}\right]\chi_0 .$$

The spin sum adds the square of the scalar part to the squared length of the vector part. The squares of the dot and cross products combine into $k_0^2k_1^2$, so

$$S=\frac{A_0A_1}{4W_0W_1}\left[1+\frac{2c^2\,\mathbf k_0\cdot\mathbf k_1}{A_0A_1}
+\frac{(W_0-c^2)(W_1-c^2)}{A_0A_1}\right]
=\frac{2W_0W_1+2c^4+2c^2\,\mathbf k_0\cdot\mathbf k_1}{4W_0W_1}.$$

The definition of $\mathbf q$ gives $c^2q^2=W_0^2+W_1^2-2c^4-2c^2\,\mathbf k_0\cdot\mathbf k_1$. This replaces the last two terms of the numerator by $W_0^2+W_1^2-c^2q^2$. The numerator becomes $(W_0+W_1)^2-c^2q^2$, and since $(W_0+W_1)^2=4W_0W_1+E^2$,

$$S=1+\frac{E^2-c^2q^2}{4W_0W_1}.$$

The spin of the fast electron thus matters when $cq$ is comparable with its total energy. At the small angles considered here $S$ can be set to one.

The angular dependence comes from $q$. The law of cosines and $1-\cos\theta=2\sin^2(\theta/2)$ give

$$q^2=k_0^2+k_1^2-2k_0k_1\cos\theta=(k_0-k_1)^2+4k_0k_1\sin^2\frac\theta2 .$$

Dividing by $k_0k_1$ shows that $q^2$ has a Lorentzian denominator in the variable $2\sin(\theta/2)$, before any small-angle approximation:

$$q^2=k_0k_1\left[\theta_{\min}^2+4\sin^2\frac\theta2\right],\qquad
\theta_{\min}=\frac{k_0-k_1}{\sqrt{k_0k_1}} .$$

The smallest momentum transfer, $k_0-k_1$, occurs in the forward direction. An electron that loses energy must lose momentum even when it is not deflected. Subtracting the two energy relations gives $c^2(k_0^2-k_1^2)=W_0^2-W_1^2=E(2W_0-E)$, hence

$$k_0-k_1=\frac{E(2W_0-E)}{c^2(k_0+k_1)}\approx\frac{E\,W_0}{c^2k_0}=\frac Ev .$$

To first order in the loss, $\theta_{\min}$ is therefore $E/(vk_0)$. This defines the characteristic angle, and $k_0=\gamma v$ puts it in the form $\theta_E=E/(\gamma v^2)$. The form in terms of $T_0$ follows from

$$vk_0=\frac{c^2k_0^2}{W_0}=\frac{W_0^2-c^4}{W_0}=\frac{T_0(T_0+2c^2)}{T_0+c^2}.$$

The next order shows how good this is. From $dk/dW=W/(c^2k)$,

$$\frac{d^2k}{dW^2}=\frac{1}{c^2k}-\frac{W}{c^2k^2}\,\frac{W}{c^2k}=\frac{c^2k^2-W^2}{c^4k^3}=-\frac1{k^3}.$$

A Taylor expansion of $k_1=k(W_0-E)$ then gives $k_0-k_1=E/v+E^2/(2k_0^3)+\dots$ The second term divided by the first is $Ev/(2k_0^3)$. With $E=\theta_Evk_0$ and $v/k_0=1/\gamma$, this ratio is $\theta_E/(2\gamma^2)$. In the denominator, $\sqrt{k_0k_1}\approx k_0(1-\theta_E/2)$. Together,

$$\theta_{\min}=\theta_E\left[1+\frac{\theta_E}{2}\left(1+\frac1{\gamma^2}\right)+\dots\right].$$

The relative correction is of the order of $\theta_E$ itself, which is about one part in a thousand for a loss of 300 eV at 200 kV. At small angles, then, $q^2\approx k_0^2(\theta^2+\theta_E^2)$. The component of $\mathbf q$ across the beam is $k_0\theta$ and the component along it is $k_0\theta_E=E/v$. At $\theta=\theta_E$ the two are equal.

For a slow electron, $T_0\ll c^2$, the characteristic angle becomes $E/(2T_0)$. In the opposite limit, $T_0\gg c^2$, it becomes $E/T_0$. The ratio to the slow-electron expression at the same $T_0$ is

$$\frac{\theta_E}{E/(2T_0)}=\frac{2(T_0+c^2)}{T_0+2c^2},$$

which rises from one to two. The reason is that the product of momentum and speed, $\gamma v^2$, equals $2T_0$ for a slow electron but tends to $T_0$ when the speed approaches $c$.

The atomic factor remains. When $q$ times the size of the overlap region of the two states is small, the exponential can be expanded:

$$F=\Big\langle f\Big|\sum_j\Big[1+i\mathbf q\cdot\mathbf r_j-\tfrac12(\mathbf q\cdot\mathbf r_j)^2+\dots\Big]\Big|i\Big\rangle .$$

The first term vanishes by orthogonality. The second is $i\mathbf q\cdot\mathbf D$, with $\mathbf D=\langle f|\sum_j\mathbf r_j|i\rangle$. If the states have definite parity and the dipole term is allowed, the quadratic term vanishes, and the correction to $|F|^2$ is smaller than the leading term by a factor of order $q^2$ times a squared length.

Now sum over degenerate final states and average over the orientation of the atom. No direction is then preferred, so $|\mathbf q\cdot\mathbf D|^2$ becomes $q^2|\mathbf D|^2/3$, where $|\mathbf D|^2$ includes the sum. The oscillator strength is defined by $f=\tfrac23E|\mathbf D|^2$, so that

$$\overline{|F|^2}=\frac{q^2|\mathbf D|^2}{3}=\frac{q^2f}{2E}.$$

One factor $q^2$ cancels against the $q^4$ of the Coulomb interaction. With $S=1$,

$$\frac{d\sigma}{d\Omega}=\frac{4k_1^2}{v_0v_1q^4}\,\frac{q^2f}{2E}=\frac{2f}{E}\,\frac{k_1^2}{v_0v_1}\,\frac1{q^2}.$$

For a small loss $k_1^2/(v_0v_1)\approx k_0^2/v^2$. Inserting $q^2=k_0^2(\theta^2+\theta_E^2)$ cancels $k_0^2$ and gives the stated result. For transitions into a continuum, $f$ is replaced by $(df/dE)\,dE$, and the formula gives the cross section per solid angle in the energy interval $dE$.

The Lorentzian thus comes from two sources. The Coulomb interaction supplies $1/q^4$, and the dipole strength returns $q^2$. The second part depends on the average over orientation. For a single real dipole of fixed direction, the angular factor is proportional to $(\mathbf q\cdot\mathbf D)^2/q^4$. With the azimuth $\varphi$ measured from a transverse dipole, the factors for a dipole along the beam and across it are

$$\frac{\theta_E^2}{(\theta^2+\theta_E^2)^2}\quad\text{(along)},\qquad
\frac{\theta^2\cos^2\varphi}{(\theta^2+\theta_E^2)^2}\quad\text{(across)}.$$

The first falls to half its forward value when $(1+\theta^2/\theta_E^2)^2=2$, at $\theta=\theta_E(\sqrt2-1)^{1/2}\approx0.64\,\theta_E$. The second vanishes in the forward direction. The other transverse dipole contributes the same expression with $\sin^2\varphi$. The three directions add up to $(\theta^2+\theta_E^2)/(\theta^2+\theta_E^2)^2$, which is the Lorentzian again.

This part has derived the Lorentzian angular distribution and its characteristic angle $\theta_E$ for an orientation-averaged dipole transition and an instantaneous Coulomb interaction. What remains is the signal collected by an aperture, the effect of retardation, and a carbon film as an example, with estimates of the neglected effects.
